**Image plane of jellium slabs from induced charge and from point-charge energy**

For a semi-infinite metal, a unit point charge at distance $z$ has energy $W(z)=-1/[4(z-z_0)]+O(z^{-4})$, where $z_0$ is the centroid of the charge induced by a weak uniform field. In a finite slab the image plane is $z_0-L$, with $L=(d\mu/d\sigma)/(4\pi)$, $\mu$ the chemical potential and $\sigma$ the added electrons per area. The program obtains $z_0$ and $L$ from nonlinear local-density ground states of charged slabs, and the surface response $g(Q)$ at wave number $Q$ from a separate linear-response calculation. It asserts that $\ln g/(2Q)$ approaches $z_0-L$, that its linear coefficient lies within 0.01 bohr² of $L^2$ (a tolerance several times larger than $L^2$, which bounds the linear term without resolving it; the output gives 0.0022 against 0.0024 bohr² and −0.0007 against 0.0005 bohr²), and that the total induced charge has the derived slope in $Q$. It also asserts that the slab interior is screened, that $L$ is smaller in thicker slabs, and that $W$ follows the shifted image law with the predicted leading error. The output gives image planes of 1.433 and 1.230 bohr outside the background edge for density parameters 2 and 4 bohr. In the thicker slabs, which also use a coarser grid, these planes move by 0.085 and 0.005 bohr, which indicates the numerical sensitivity.

## Program and output

```python
# Result under test: a unit point charge at distance z from a metal surface has
#   W(z) = -1/(4 (z - z0)) + O(z^-4),
# where z0 is the centroid of the charge induced by a weak uniform field.
# Model: jellium slab, background in -D < z < 0, local density approximation
# (Dirac exchange, Wigner correlation). Hartree atomic units throughout.
# Q: wave number in the plane; g(Q): surface response, integral of exp(Q z) dn;
# u: effective electron potential energy; n: electron number density.
# A finite slab at fixed chemical potential mu has its image plane at z0 - L,
# L = (d mu / d sigma)/(4 pi), sigma = added electrons per area; L vanishes
# for a semi-infinite metal. z0 and L come from nonlinear ground states of
# charged slabs; g(Q) and W(z) from the nonlocal linear response at finite Q.
import numpy as np
from scipy.linalg import eigh_tridiagonal
from scipy.constants import physical_constants

PI = np.pi
HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def v_xc(n):
    rs = (3.0 / (4.0 * PI * n)) ** (1.0 / 3.0)
    exchange = -(3.0 * n / PI) ** (1.0 / 3.0)
    correlation = -0.44 / (rs + 7.8) - rs / 3.0 * 0.44 / (rs + 7.8) ** 2
    return exchange + correlation


def f_xc(n):
    step = 1e-4
    return (v_xc(n * (1 + step)) - v_xc(n * (1 - step))) / (2 * step * n)


class Slab:
    def __init__(self, rs, half_waves, h_target, vacuum=13.0):
        kF = (9 * PI / 4) ** (1.0 / 3.0) / rs
        # thickness midway between the openings of two subbands
        self.D = (half_waves + 0.5) * PI / kF - 3 * PI / (4 * kF)
        inner = int(round(self.D / h_target))
        outer = int(round(vacuum / h_target))
        self.h = h = self.D / inner
        self.z = z = h * (np.arange(inner + 2 * outer) + 0.5 - inner - outer)
        nbar = 3.0 / (4.0 * PI * rs ** 3)
        self.background = np.where((z > -self.D) & (z < 0), nbar, 0.0)
        self.N0 = h * self.background.sum()
        self.distance = z[:, None] - z[None, :]
        # electron potential energy, zero on the left side of the slab
        self.T = -4 * PI * h * np.maximum(self.distance, 0.0)
        depth = kF ** 2 / 2 + 0.13
        guess = -depth / 2 * (np.tanh((z + self.D) / 1.5) - np.tanh(z / 1.5))
        self.u, self.state = self.ground(self.N0, guess, 15)
        self.f = f_xc(self.state[3])

    def electrons(self, u, N):
        h = self.h
        off = -0.5 / h ** 2 * np.ones(len(u) - 1)
        eps, psi = eigh_tridiagonal(1.0 / h ** 2 + u, off)
        psi = psi / np.sqrt(h)
        for m in range(1, len(eps)):
            mu = (PI * N + eps[:m].sum()) / m
            if mu <= eps[m]:
                break
        n = psi[:, :m] ** 2 @ ((mu - eps[:m]) / PI)
        return eps, psi, mu, np.maximum(n, 1e-16), m

    def chi(self, state, Q):
        # static independent-electron response, times the grid spacing
        eps, psi, mu, n, m = state
        total = np.zeros((len(n), len(n)))
        for i in range(m):
            kf2 = 2 * (mu - eps[i])
            A = eps[i] - eps - Q ** 2 / 2
            root = np.sqrt(np.maximum(A ** 2 - kf2 * Q ** 2, 0.0))
            G = np.where(A ** 2 <= kf2 * Q ** 2, A / (PI * Q ** 2),
                         np.sign(A) * kf2 / (PI * (np.abs(A) + root)))
            total += 2 * np.outer(psi[:, i], psi[:, i]) * ((psi * G) @ psi.T)
        return total * self.h

    def ground(self, N, u, steps):
        # Newton iteration; the starting mismatch is removed in `steps` stages
        u = u.copy()
        start = None
        last = False
        for k in range(80):
            state = self.electrons(u, N)
            n = state[3]
            R = self.T @ (n - self.background) + v_xc(n) - u
            if start is None:
                start = R.copy()
            factor = max(0.0, 1.0 - (k + 1) / steps)
            miss = R - factor * start
            X = self.chi(state, 1e-6)
            X = X - np.outer(X.sum(axis=1), X.sum(axis=0)) / X.sum()
            J = (self.T + np.diag(f_xc(n))) @ X - np.eye(len(u))
            du = -np.linalg.solve(J, miss)
            size = np.abs(du).max()
            u += du * min(1.0, 0.3 / max(size, 1e-300))
            if last:
                return u, self.electrons(u, N)
            last = factor == 0.0 and np.abs(miss).max() < 1e-9
        raise RuntimeError("ground state not converged")

    def uniform_field(self, sigma=5e-6):
        # field on the right side only: induced density per unit charge,
        # its centroid, and the finite-slab length L
        plus = self.ground(self.N0 + sigma, self.u, 1)[1]
        minus = self.ground(self.N0 - sigma, self.u, 1)[1]
        s = (plus[3] - minus[3]) / (2 * sigma)
        L = (plus[2] - minus[2]) / (2 * sigma) / (4 * PI)
        return s, self.h * np.sum(self.z * s), L

    def response(self, Q):
        # response to the external potential (2 pi / Q) exp(Q z)
        X = self.chi(self.state, Q)
        V = 2 * PI * self.h / Q * np.exp(-Q * np.abs(self.distance))
        external = 2 * PI / Q * np.exp(Q * self.z)
        M = np.eye(len(self.z)) - X @ (V + np.diag(self.f))
        dn = np.linalg.solve(M, -X @ external)
        g = self.h * np.sum(np.exp(Q * self.z) * dn)
        return g, self.h * dn.sum(), external - V @ dn


results = {}
for rs, half_waves, thick_half_waves in ((2.0, 7, 15), (4.0, 5, 9)):
    slab = Slab(rs, half_waves, 0.2)
    s, z0, L = slab.uniform_field()
    plane = z0 - L
    assert abs(slab.h * s.sum() - 1) < 1e-6

    print(f"--- jellium slab, density parameter rs = {rs:.1f} bohr ---")
    print(f"thickness D = {slab.D:.2f} bohr, grid step = {slab.h:.3f} bohr, "
          f"occupied subbands = {slab.state[4]}")
    print(f"work function = {-slab.state[2] * HARTREE_EV:.2f} eV")
    print(f"centroid z0 from uniform field = {z0:.4f} bohr")
    print(f"finite-slab length L = {L:.4f} bohr, z0 - L = {plane:.4f} bohr")
    print("fraction of induced charge beyond background edge = "
          f"{slab.h * s[slab.z > 0].sum():.3f}")

    # surface response at small Q against the ground-state image plane
    shift = {}
    for Q in (0.005, 0.01, 0.03, 0.06):
        g = slab.response(Q)[0]
        shift[Q] = np.log(g) / (2 * Q)
        print(f"Q = {Q:.3f} /bohr: g = {g:.6f}, "
              f"ln(g)/(2Q) = {shift[Q]:.5f} bohr")
    assert abs(shift[0.005] - plane) < 2e-3
    assert abs(shift[0.01] - plane) < 2e-3
    # the term linear in Q is only the finite-slab term L^2
    linear = (4 * (shift[0.005] - plane) - (shift[0.01] - plane)) / 0.01
    c = ((shift[0.06] - plane) - 2 * (shift[0.03] - plane)) / (2 * 0.03 ** 2)
    print(f"linear coefficient of ln(g)/(2Q) = {linear:.4f} bohr^2, "
          f"L^2 = {L**2:.4f} bohr^2")
    print(f"quadratic coefficient c = {c:.3f} bohr^3")
    assert abs(linear - L ** 2) < 0.01

    # total induced charge, and screening in the interior
    Q = 0.001
    g, charge, phi = slab.response(Q)
    middle = np.interp(-slab.D / 2, slab.z, phi) / (4 * PI)
    outside = np.interp(10.0, slab.z, phi) / (4 * PI)
    print(f"Q = {Q:.3f} /bohr: (total charge - 1)/Q = {(charge-1)/Q:.3f} bohr,"
          f" (g - 1)/Q = {(g-1)/Q:.3f} bohr")
    print(f"potential/(4 pi): slab middle {middle:.4f} bohr, "
          f"10 bohr outside {outside:.4f} bohr")
    assert abs((charge - 1) / Q - (z0 - 2 * L)) < 0.05
    assert abs((g - 1) / Q - 2 * plane) < 0.05
    assert abs(middle) < 0.05 * outside

    # a thicker slab is closer to the semi-infinite metal
    thick = Slab(rs, thick_half_waves, 0.25)
    z0_thick, L_thick = thick.uniform_field()[1:]
    print(f"thicker slab, D = {thick.D:.2f} bohr, grid step = {thick.h:.3f} "
          f"bohr: z0 = {z0_thick:.4f} bohr, L = {L_thick:.4f} bohr")
    assert abs(L_thick) < max(0.7 * abs(L), 0.01)
    assert abs(z0_thick - L_thick - plane) < 0.1
    results[rs] = (slab, plane, L, c)

# energy of the point charge, from the full response at all Q
slab, plane, L, c = results[2.0]
nodes, weights = np.polynomial.laguerre.laggauss(12)
print("--- energy of a unit charge, rs = 2.0 bohr, in millihartree ---")
print("zi = z0 - L is the image plane of this slab")
print("z (bohr) | W response | -1/(4(z-zi)) | -1/(4z)")
for z in (15.0, 20.0, 30.0, 40.0):
    g_values = np.array([slab.response(t / (2 * z))[0] for t in nodes])
    W = -np.sum(weights * g_values) / (4 * z)
    image = -1 / (4 * (z - plane))
    print(f"{z:5.1f} | {1e3*W:.5f} | {1e3*image:.5f} | {-1e3/(4*z):.5f}")
    assert abs(W - image) < 0.05 * abs(W + 1 / (4 * z))
error = W - image
predicted = -L**2 / (4 * (z - plane)**3) - 3 * c / (8 * (z - plane)**4)
print(f"W + 1/(4(z-zi)) at z = {z:.0f} bohr: {1e9*error:.1f} nanohartree, "
      f"predicted {1e9*predicted:.1f} nanohartree")
assert abs(error - predicted) < 0.3 * abs(predicted) + 2e-8

print("all assertions hold")
```

Output:

```
--- jellium slab, density parameter rs = 2.0 bohr ---
thickness D = 22.10 bohr, grid step = 0.201 bohr, occupied subbands = 7
work function = 3.81 eV
centroid z0 from uniform field = 1.4823 bohr
finite-slab length L = 0.0494 bohr, z0 - L = 1.4329 bohr
fraction of induced charge beyond background edge = 0.864
Q = 0.005 /bohr: g = 1.014433, ln(g)/(2Q) = 1.43294 bohr
Q = 0.010 /bohr: g = 1.029075, ln(g)/(2Q) = 1.43300 bohr
Q = 0.030 /bohr: g = 1.089822, ln(g)/(2Q) = 1.43357 bohr
Q = 0.060 /bohr: g = 1.187976, ln(g)/(2Q) = 1.43542 bohr
linear coefficient of ln(g)/(2Q) = 0.0022 bohr^2, L^2 = 0.0024 bohr^2
quadratic coefficient c = 0.659 bohr^3
Q = 0.001 /bohr: (total charge - 1)/Q = 1.383 bohr, (g - 1)/Q = 2.870 bohr
potential/(4 pi): slab middle 0.0053 bohr, 10 bohr outside 8.5795 bohr
thicker slab, D = 48.29 bohr, grid step = 0.250 bohr: z0 = 1.5380 bohr, L = 0.0200 bohr
--- jellium slab, density parameter rs = 4.0 bohr ---
thickness D = 31.10 bohr, grid step = 0.199 bohr, occupied subbands = 5
work function = 3.10 eV
centroid z0 from uniform field = 1.2521 bohr
finite-slab length L = 0.0222 bohr, z0 - L = 1.2300 bohr
fraction of induced charge beyond background edge = 0.673
Q = 0.005 /bohr: g = 1.012375, ln(g)/(2Q) = 1.22995 bohr
Q = 0.010 /bohr: g = 1.024902, ln(g)/(2Q) = 1.22987 bohr
Q = 0.030 /bohr: g = 1.076530, ln(g)/(2Q) = 1.22905 bohr
Q = 0.060 /bohr: g = 1.158532, ln(g)/(2Q) = 1.22628 bohr
linear coefficient of ln(g)/(2Q) = -0.0007 bohr^2, L^2 = 0.0005 bohr^2
quadratic coefficient c = -1.023 bohr^3
Q = 0.001 /bohr: (total charge - 1)/Q = 1.208 bohr, (g - 1)/Q = 2.463 bohr
potential/(4 pi): slab middle -0.0074 bohr, 10 bohr outside 8.7811 bohr
thicker slab, D = 57.29 bohr, grid step = 0.250 bohr: z0 = 1.2421 bohr, L = 0.0070 bohr
--- energy of a unit charge, rs = 2.0 bohr, in millihartree ---
zi = z0 - L is the image plane of this slab
z (bohr) | W response | -1/(4(z-zi)) | -1/(4z)
 15.0 | -18.43456 | -18.42694 | -16.66667
 20.0 | -13.46686 | -13.46468 | -12.50000
 30.0 | -8.75173 | -8.75133 | -8.33333
 40.0 | -6.48233 | -6.48221 | -6.25000
W + 1/(4(z-zi)) at z = 40 bohr: -122.1 nanohartree, predicted -122.4 nanohartree
all assertions hold
```
